\section*{Why tunnelling electrons cannot ionise silica below about twelve volts}

\section{The question}

A silica film between two silicon electrodes carries a large voltage. Electrons enter it from the negative electrode, where the oxide conduction band lies $3.1$ eV above that of silicon. Inside the oxide the field accelerates them, and a fast enough electron could lift another across the gap of $9$ eV, leaving a hole. A field of $10$ MV/cm supplies $1$ eV per nanometre, so it seems that a stronger field should eventually do it. Why does the oxide voltage have to reach roughly $12$ V, however high the field is made?

One word needs care. Electrons injected ``over'' the barrier are here electrons that tunnel through it from near the silicon band edge. An electron first lifted to the top of the barrier obeys a different limit, found below. The voltage meant is the drop across the oxide, which differs from the gate voltage by the work-function difference and the band bending in the electrodes.

\section{The mechanism: a field works over a distance}

Atomic units are used in the algebra, so an electron that falls through a potential $V$ gains the energy $V$. Let $x$ run from the cathode interface at $x=0$ to the anode interface at $x=d$. Energies are measured from the silicon conduction edge at the cathode interface. With barrier $\Phi$ and uniform field $F=V/d>0$, the oxide conduction edge is
\begin{equation}
U(x)=\Phi-Fx .
\end{equation}
An electron of total energy $E$ that exchanges no energy with the lattice has, in the oxide band, the kinetic energy
\begin{equation}
K(x)=E-U(x)=E-\Phi+Fx .
\end{equation}
This grows towards the anode, where it is greatest:
\begin{equation}
K_{\max}=E-\Phi+Fd=E-\Phi+V .
\label{kmax}
\end{equation}
The field has dropped out, and its two roles show why. An electron with $E=0$ is under the barrier until $x_t=\Phi/F$, where $K=0$. It then runs freely over $d-x_t$ and gains
\begin{equation}
F\left(d-\frac{\Phi}{F}\right)=V-\Phi .
\end{equation}
If the film is thinned at fixed $V$, the force rises but the run shortens in the same proportion. If instead $F$ is raised at fixed $d$, the electron does gain energy, because $V$ has risen. For $V<\Phi$ an electron with $E=0$ never enters the oxide band; it tunnels directly into the anode.

Does a wave that has tunnelled really carry this kinetic energy? For oxide mass $m$, the wave equation is $\psi''=-2mK\psi$. Write the outgoing wave as
\begin{equation}
\psi=k^{-1/2}\exp\left(i\int k\,dx\right),
\end{equation}
which carries a constant current and has local wave number $k(x)$. Differentiating once gives $\psi'=(ik-k'/2k)\psi$. Differentiating again gives
\begin{align}
\frac{\psi''}{\psi}&=\left(ik-\frac{k'}{2k}\right)^2+ik'-\left(\frac{k'}{2k}\right)'\nonumber\\
&=-k^2+\frac{3k'^2}{4k^2}-\frac{k''}{2k},
\end{align}
since the two terms in $ik'$ cancel. Hence
\begin{equation}
k^2=2mK+\frac{3k'^2}{4k^2}-\frac{k''}{2k}.
\end{equation}
To leading order $k=\sqrt{2mK}$. Because $K'=F$, this gives $k'/k=F/2K$ and $k''/k=-F^2/4K^2$. Putting these into the small terms,
\begin{equation}
\frac{k^2}{2m}\simeq K+\frac{1}{2m}\left(\frac{3}{16}+\frac18\right)\frac{F^2}{K^2}
=K+\frac{5F^2}{32mK^2}.
\label{wave}
\end{equation}
The correction is small once the electron is well clear of the barrier. The numerical example will show its size.

\section{The formula: what a pair costs}

Ionisation takes an electron from the oxide valence edge, at $U(x)-G$ for gap $G$, and leaves two electrons in the conduction band. If all this happens at one point $x$, and the attraction between the hole and the electrons is neglected, the initial energy is $E+U(x)-G$ and the final energy is at least $2U(x)$. Therefore
\begin{equation}
E+U(x)-G\ge 2U(x)\quad\Longrightarrow\quad K(x)\ge G .
\end{equation}
The most favourable point is the anode end. With (\ref{kmax}) the condition becomes
\begin{equation}
V\ge \Phi+G-E .
\label{threshold}
\end{equation}
For tunnelling from the band edge, $E=0$, and
\begin{equation}
V\ge 3.1+9.0=12.1\ \text{V}.
\end{equation}
The electron pays the barrier out of the voltage before it can save anything towards the gap. An electron that some other process has lifted to the barrier top has $E=\Phi$, and its limit is $9.0$ V. Hot carriers from a transistor channel, or carriers excited by light, can start there; any that start higher have a lower limit still, by (\ref{threshold}).

For a free pair made at one point, condition (\ref{threshold}) is necessary, not sufficient. The primary electron has momentum, and the products must carry it away. Let the oxide bands be parabolic, with electron mass $m$ and hole mass $m_h$. For given total momentum $P$, the kinetic energy of the three products is least when they share one velocity: otherwise passing a little momentum from a faster to a slower particle would lower the total kinetic energy. The minimum is $P^2/2M$ with $M=2m+m_h$. Since $K=P^2/2m$, it equals $Km/M$, and energy balance gives
\begin{equation}
K=G+\frac{m}{M}K\quad\Longrightarrow\quad
K=G\,\frac{2m+m_h}{m+m_h}.
\end{equation}
Equal masses would give $3G/2=13.5$ eV. With the rough values $m=0.5$ and $m_h=5$, the heavy hole absorbs momentum cheaply and the cost is $9.82$ eV, which raises the voltage to $12.92$ V. These figures only illustrate the effect: at $10$ eV a parabolic band with $m=0.5$ has a wave number of about $11$ per nanometre, beyond the zone edge of quartz. If the primary electron had the free mass instead, the cost would be $10.8$ eV. Phonons or the crystal lattice can also take up momentum, and silica in devices is amorphous, so the safe lower limit for a free pair remains $G$. An electron and a hole that stay bound to each other cost less than $G$, and a strong field can then pull them apart. This can lower the onset by an amount that the present model does not give.

\section{What the field and the barrier shape do control}

The field decides how many electrons get through. The leading exponent of the tunnelling probability is twice the integral of the decay constant under the triangular barrier. For $E=0$,
\begin{equation}
B=2\int_0^{\Phi/F}\sqrt{2m(\Phi-Fx)}\,dx
=\frac{4\sqrt{2m}}{3}\,\frac{\Phi^{3/2}}{F},
\label{B}
\end{equation}
where the substitution $u=\Phi-Fx$ gives the factor $2/3$ and the $1/F$. The probability varies as $e^{-B}$, so a modest rise in field multiplies the current while leaving $K_{\max}$ alone at fixed $V$.

The electron's image in the cathode rounds the barrier. It adds $-a/x$ to $U$, with
\begin{equation}
a=\frac{1}{4\epsilon_o}\,\frac{\epsilon_s-\epsilon_o}{\epsilon_s+\epsilon_o},
\end{equation}
where $\epsilon_s$ is the silicon permittivity and $\epsilon_o$ the optical permittivity of the oxide, both relative. At $10$ MV/cm this raises the leading tunnelling factor $7.45$ times. At the far side of a $10$ nm film this term alone lowers the band edge by $0.0119$ eV; repeated images in the two electrodes, left out here, make the shift smaller still and raise the tunnelling gain slightly, to about $7.8$. The same shape change that matters greatly for the current is negligible for the energy.

The anode has an image term too. At distance $s$ from it the band edge falls by $a/s$, but the electron has not yet gained the last $Fs$. The first exceeds the second for $s<\sqrt{a/F}$. The shift just quoted gives $a=0.0119\times10=0.119$ eV\,nm, so at $1$ eV/nm this distance is about $0.35$ nm. That is about the size of one structural unit of silica, where a continuum image and a local gap lose their meaning.

Trapped charge also bends the barrier. Put a positive sheet $\sigma$ at $x_s$, hold $V$ fixed, and let the electrostatic potential have slopes $F_1$ before and $F_2$ after the sheet. With $\epsilon$ the absolute static permittivity of the oxide (in atomic units, the relative value divided by $4\pi$), Gauss's law and the fixed voltage give
\begin{equation}
F_1-F_2=\frac{\sigma}{\epsilon},\qquad F_1x_s+F_2(d-x_s)=V .
\end{equation}
Eliminating $F_1$ gives
\begin{equation}
F_2=\frac{1}{d}\left(V-\frac{\sigma x_s}{\epsilon}\right).
\end{equation}
While $F_2\ge0$, the anode remains the lowest point of the band edge and (\ref{kmax}) holds, although the field is no longer uniform. Beyond $\sigma=\epsilon V/x_s$ a pocket forms at the sheet, deeper than the anode end, and (\ref{kmax}) no longer gives the greatest kinetic energy. At $10$ V with the sheet $8$ nm from the cathode, this needs $4.32$ $\mu$C/cm$^2$. The cathode itself holds $3.45$ $\mu$C/cm$^2$ when the field is $10$ MV/cm, so the required trapped charge is very large.

\section{How a high field softens the limit}

The energy balance assumed that all products appear at one point. A field allows them to appear apart: the pair is created with too little energy, and the electrons tunnel downhill until the balance is restored. Here field strength itself helps ionisation, even at fixed voltage and starting energy and without collisions, and the size of the effect must be found.

Let the shortfall be
\begin{equation}
\Delta=\Phi+G-E-V>0 ,
\end{equation}
and let the pair be born a distance $s$ before the anode, at the same point where the primary electron gives up its energy. The energy missing there is $D=\Delta+Fs$. Take the hole as heavy and at rest, let the lattice take up momentum, and neglect the Coulomb forces between the products. A moving hole and the attraction between hole and electrons would make the process easier; the repulsion between the two electrons would hinder it. At a separation of $1$ nm the Coulomb energy of any two of these particles is already about $0.4$ eV in size with the static permittivity and $0.7$ eV with the optical one, so the widths and factors found below are not predictions for silica. They show only how the effect depends on the field in this simple model. If the two electrons move forward by $x_1$ and $x_2$, they emerge from the forbidden region when
\begin{equation}
F(x_1+x_2)=D=\Delta+Fs .
\end{equation}
An electron born near the anode could also tunnel into the silicon there; that easier route is not counted here, and its energy limits are given in the last section. For a pair whose electrons both stay in the oxide, $x_1+x_2\le2s$. This requires
\begin{equation}
2Fs\ge\Delta+Fs\quad\Longrightarrow\quad s\ge\frac{\Delta}{F},
\qquad D\ge2\Delta .
\end{equation}
In this local picture, room to tunnel must be bought by an earlier birth, which doubles the deficit.

Now treat the pair $(x_1,x_2)$ as one point moving in a plane, with path element $dl$. The barrier depends on $u=x_1+x_2$ alone, and $dl\ge du/\sqrt2$, with equality when the two electrons move together. The tunnelling exponent therefore obeys
\begin{align}
S&=2\int\sqrt{2m(D-Fu)}\,dl
\ \ge\ \frac{2}{\sqrt2}\int_0^{D/F}\sqrt{2m(D-Fu)}\,du\nonumber\\
&=\frac{4\sqrt m}{3}\,\frac{D^{3/2}}{F}
\ \ge\ \frac{4\sqrt m}{3}\,\frac{(2\Delta)^{3/2}}{F}.
\label{soft}
\end{align}
Both equalities hold for $s=x_1=x_2=\Delta/F$, so the last expression is the least exponent when creation is local. A fixed suppression corresponds to a fixed $\Delta^{3/2}/F$, and the soft width grows as $F^{2/3}$. A factor $e^{-S}$ of one in a thousand is reached at $\Delta=0.80$ eV for $10$ MV/cm and at $0.93$ eV for $12.5$ MV/cm.

Creation need not be local, because the Coulomb coupling that drives it acts over a distance. The primary electron can give up its energy at the anode while the valence electron is lifted a distance $\Delta/F$ upstream. Only that electron tunnels, through a triangular barrier of height $\Delta$. Equation (\ref{B}) with $\Delta$ in place of $\Phi$ gives the exponent $(4\sqrt{2m}/3)\,\Delta^{3/2}/F$, half of (\ref{soft}). The price is a weaker coupling, which falls only as a power of the distance. The $F^{2/3}$ law is unchanged, but the widths set by the exponent alone grow by $2^{2/3}$, to $1.27$ and $1.47$ eV.

``However high the field'' is thus true of the energy limit (\ref{threshold}) at given $E$, while the tail below it widens slowly. In the rough breakdown range of silica, $10$ to $15$ MV/cm, the tail in this model is about $1$ eV wide for local creation and $1.3$ to $1.7$ eV with the halved exponent, still small beside the $12$ eV of the limit; the neglected Coulomb forces can change this width appreciably.

\section{How far above the band edge do electrons start?}

A strong oxide field also crowds electrons against the cathode interface, and they do not all sit at $E=0$. By continuity of displacement, the field in the silicon surface is $F_s=F\epsilon/\epsilon_{\rm Si}$, where $\epsilon_{\rm Si}$ is the absolute permittivity of silicon. If the layer did not screen this field, the electrons would sit in a triangular well $F_sx'$, with $x'$ the depth into the silicon. For a hard wall and mass $m_z$ normal to the surface, the length $(2m_zF_s)^{-1/3}$ turns the wave equation into Airy's equation. Its first zero, at $-2.338$, gives
\begin{equation}
E_1=2.338\left(\frac{F_s^2}{2m_z}\right)^{1/3}.
\end{equation}
The layer's own charge weakens the field with depth, so the true mean-field well lies below the triangular one and so does its lowest level. At $10$ MV/cm in the oxide the bound is $0.389$ eV; a self-consistent mean-field calculation that puts all the electrons in one subband gives $0.332$ eV. That value only illustrates the lowering, since higher subbands fill as well.

The levels must also be filled. Gauss's law fixes the number of electrons per area at $N=\epsilon F$, if the cathode is in accumulation. Two valleys, two spins and in-plane mass $m_t$ give $2m_t/\pi$ states per area and energy, hence a filling energy
\begin{equation}
E_f=\frac{\pi N}{2m_t}=0.136\ \text{eV}.
\end{equation}
Sharing electrons with higher subbands, or warming them, can only lower the Fermi level relative to $E_1$. The masses and the number of valleys used here are those of a (100) silicon surface; other orientations have a different bound. In this mean-field picture the Fermi level at a (100) surface therefore lies at most $0.389+0.136=0.525$ eV above the band edge. By (\ref{threshold}), an electron starting there needs at least
\begin{equation}
12.1-0.525\simeq11.6\ \text{V}.
\end{equation}
This figure belongs to $10$ MV/cm. The two parts of the bound grow as $F^{2/3}$ and $F$, so at $15$ MV/cm the least voltage is $11.4$ V. The limit is therefore best quoted as roughly $12$ V.

Some electrons start higher still. At $400$ K their number falls with the thermal energy $0.0345$ eV, but they also meet a lower barrier. If all the extra energy is counted as lowering the barrier, the contribution drops to a thousandth of its value at the Fermi level $0.43$ eV above that level. This is only a rough estimate. Part of the energy is motion along the interface, which helps less, but higher subbands open above the Fermi level and add electrons to the tail.

\section{The number: ten volts on two oxides}

Take $V=10$ V across films of $10$ nm and $8$ nm. The fields are $10$ and $12.5$ MV/cm, or $1.00$ and $1.25$ eV/nm for an electron. Electrons with $E=0$ leave the barrier after $3.10$ and $2.48$ nm, so the remaining runs give
\begin{align}
(10-3.10)\times1.00&=6.90\ \text{eV},\\
(8-2.48)\times1.25&=6.90\ \text{eV}.
\end{align}
The exact outgoing solutions of the wave equation give $6.9005$ and $6.9008$ eV at the anode, and $6.9003$ eV for a $12.5$ nm film at the same voltage. The excesses over $6.90$ eV follow the $F^2$ law of (\ref{wave}); their size belongs to the parabolic band, which real silica does not follow at this energy.

The current behaves quite differently. The exponent (\ref{B}) falls from $26.36$ to $21.09$, which raises the leading tunnelling factor about $195$ times at fixed starting energy. For electrons incident at $0.2$ eV, exact matching of the waves gives a logarithmic gain of $4.775$, against $4.771$ from the exponent alone. Thinning the oxide sends far more electrons across, but for a given starting energy their greatest kinetic energy stays the same.

That energy misses the gap by
\begin{equation}
\Delta=9.0-6.9=2.1\ \text{eV}.
\end{equation}
For the $10$ nm film, the tunnelling factor in (\ref{soft}) is then $1.7\times10^{-13}$. Starting from the upper bound on the Fermi level reduces the shortfall to $1.57$ eV and raises the factor to $5\times10^{-9}$. With the halved exponent of non-local creation the two factors are $4\times10^{-7}$ and $7\times10^{-5}$, before the weaker coupling is counted. The Coulomb forces between the products could change all of these by several powers of ten. Even an electron from the thermal tail, a further $0.43$ eV up, lacks more than $1$ eV.

Collisions with the lattice mostly make matters worse. Suppose, as a rough estimate, that an electron emits a phonon of $0.153$ eV once per nanometre while streaming forward. Over $6.9$ nm it then loses $1.04$ eV on average at $400$ K. Absorption can outweigh emission, but in this estimate that happens to about one electron in ten thousand. Sideways and backward scattering, left out here, lengthen the path and can make the loss a few times larger, so this figure is a low estimate.

Now keep the field at $10$ MV/cm and thicken the film to $14$ nm. The voltage is $14$ V and the greatest kinetic energy $10.9$ eV, which exceeds both the gap and the momentum-conserving cost of $9.82$ eV. Ionisation is allowed for an electron that loses little energy. At the loss rate above, however, the mean loss over the $10.9$ nm run is about $1.6$ eV, which leaves $9.3$ eV: above the gap, but below $9.82$ eV. Scattering out of the forward direction can bring the mean energy well below the gap, and then only a fast minority of the electrons could ionise. At this field the limit of $12.1$ V corresponds to a thickness of $12.1$ nm. A thinner film at the same field cannot give a band-edge electron the energy of the gap.

\section{Real gate stacks, and holes below twelve volts}

The barrier, gap and masses used here are rough typical values for silicon and silica. Ten volts on $10$ nm is a severe electrical stress, near breakdown, and not an operating condition. A modern high-k stack works near $1$ V with a silica layer of about a nanometre or less, far from the limit; there $V<\Phi$, and band-edge electrons do not enter the silica conduction band at all. The assumption that real thick oxides break most plainly is loss-free flight. In the forward-streaming estimate above, collisions cost about $1$ eV at $10$ V, and they can cost several times more when they also turn the electron aside. They therefore move the observed onset upwards. Defects act the other way: an electron bound in the gap can be freed for less than $9$ eV, and the limit does not protect it. In a high-k layer both $\Phi$ and $G$ are generally smaller than in silica, and their sum has to be taken afresh.

Nor does the limit forbid holes in the oxide. Suppose the two final electrons enter the anode silicon, whose conduction edge lies at $-V$, while the hole stays at the oxide valence edge beside it. The energy balance is then
\begin{equation}
E+(\Phi-G-V)\ge-2V\quad\Longrightarrow\quad V\ge G-\Phi-E ,
\end{equation}
which is $5.9$ V for $E=0$. The barrier now enters with the opposite sign, because each final electron drops by $\Phi$ on entering the anode. If only one of them enters the anode and the other stays in the oxide band, the barrier cancels and the limit is $V\ge G-E$, or $9.0$ V for $E=0$. Both limits take the lowest empty anode states to lie at the silicon conduction edge. If the anode surface holds holes, each final electron that fills one drops by a further silicon gap of about $1.1$ eV, and $5.9$ V falls to $4.8$ or $3.7$ V. In the $10$ V example both channels are open in energy, although making a free pair at one point inside the oxide is not. Holes found in an oxide below $12$ V are therefore no evidence that its gap has been crossed in the interior: the anode can supply them. The numerical output below lists the values used.

\section*{Table of computed values}
\begin{verbatim}
barrier 3.1 eV, oxide gap 9.0 eV
masses: oxide electron 0.5, oxide hole 5.0 (free mass)
silicon masses: normal 0.916, in-plane 0.19; valleys 2
permittivities: oxide 3.9, silicon 11.7, optical 2.1
temperature 400 K, thermal energy 0.0345 eV
threshold, tunnelling from band edge: 12.1 V
threshold, electron lifted to barrier top: 9.0 V
threshold, hole left in oxide via anode: 5.9 V
pair cost with momentum conserved: 9.82 eV
pair cost for equal masses: 13.50 eV
voltage with momentum conserved: 12.92 V
example oxide voltage: 10.0 V
thicknesses: 10.0 nm and 8.0 nm
fields: 10.0 MV/cm and 12.5 MV/cm
greatest kinetic energy, formula: 6.90 eV
kinetic energy from exact wave, 10.0 nm: 6.9005 eV
kinetic energy from exact wave, 8.0 nm: 6.9008 eV
kinetic energy from exact wave, 12.5 nm: 6.9003 eV
shortfall below the gap: 2.10 eV
tunnel exit from cathode, 10.0 nm oxide: 3.10 nm
tunnel exit from cathode, 8.0 nm oxide: 2.48 nm
tunnelling exponent, 10.0 nm oxide: 26.36
tunnelling exponent, 8.0 nm oxide: 21.09
transmission gain from thinning: 195 times
log gain at 0.2 eV: exact 4.775, formula 4.771
thick oxide: 14.0 nm, 14.0 V at same field
thick oxide greatest kinetic energy: 10.90 eV
thickness for threshold at 10 MV/cm: 12.1 nm
image-force transmission gain: 7.45 times
cathode image shift of band edge at anode: 0.0119 eV
trapped sheet position: 8.0 nm from cathode
critical trapped sheet: 4.32 uC/cm2
cathode sheet charge: 3.45 uC/cm2
cathode level, triangular-well bound: 0.389 eV
cathode level, self-consistent: 0.332 eV
cathode filling energy, one subband: 0.136 eV
starting energy, upper bound: 0.525 eV
starting energy, self-consistent: 0.468 eV
threshold with starting-energy bound: 11.57 V
thermal tail, down to 1/1000: 0.425 eV
field-assisted width to 1/1000, 10 MV/cm: 0.800 eV
same width at 12.5 MV/cm: 0.928 eV
assisted factor, example: 1.7e-13
shortfall with raised start: 1.57 eV
assisted factor, raised: 5.1e-09
phonon energy 0.153 eV, emission free path 1.0 nm
path in oxide conduction band: 6.90 nm
mean phonon loss: 1.04 eV (simulated 1.04 eV)
probability of net phonon gain: 1.0e-04
\end{verbatim}
